# Superlattice Landau levels in a magnetic field parallel to the layers, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the layers to an equation in quasi-momentum

A semiconductor superlattice has period \(d\) along \(z\) and a potential \(V(z)\) that is even about the centre of each well. An electron of charge \(-e\) has the same effective mass \(m\) everywhere and in every direction. Without a field, its lowest miniband is taken as

\[
E(k_z)=\frac{\Delta}{2}\,(1-\cos k_zd),
\]

where energy is counted from the miniband bottom and \(\Delta\) is the miniband width. A uniform magnetic field \(B\) is applied along \(x\), which lies in the layers. Spin is left out until the last part. The problem is to find how the energy levels depend on \(k_y\), the wave number in the layers and perpendicular to the field.

### (a) The field as a potential along the growth axis

**Question.** Choose a gauge in which \(k_x\) and \(k_y\) are conserved, and reduce the problem to one dimension.

**Solution.** Take \(\mathbf A=(0,-Bz,0)\). Its curl has the \(x\) component \(\partial_yA_z-\partial_zA_y=B\), and the other components vanish, as required. For charge \(-e\) the kinetic momentum is \(\mathbf p+e\mathbf A\), so

\[
H=\frac{p_x^2+(p_y-eBz)^2+p_z^2}{2m}+V(z).
\]

Neither \(x\) nor \(y\) appears, and the wave function is \(e^{ik_xx+ik_yy}\chi(z)\). The motion along the field adds \(\hbar^2k_x^2/2m\) to every level. It is set to zero here, so each level found below is the bottom of a one-dimensional subband.

Define the magnetic length by \(\ell^2=\hbar/eB\) and the orbit centre by \(z_0=k_y\ell^2\). Then

\[
\frac{(\hbar k_y-eBz)^2}{2m}
=\frac{\hbar^2}{2m}\left(k_y-\frac{z}{\ell^2}\right)^2
=\frac{\hbar^2}{2m\ell^4}(z-z_0)^2 .
\]

With the energy

\[
W=\frac{\hbar^2d^2}{2m\ell^4}=\frac{e^2B^2d^2}{2m},
\]

the one-dimensional Hamiltonian is

\[
H=\frac{p_z^2}{2m}+V(z)+\frac{W}{d^2}(z-z_0)^2 .
\]

The last term is in-plane kinetic energy. It looks like a potential because, at fixed \(k_y\), the in-plane velocity depends on \(z\). The energy \(W\) is what this term amounts to one period away from the orbit centre.

### (b) Projection on one miniband

**Question.** Let \(w_n(z)=w(z-nd)\) be the Wannier functions of the lowest miniband, real, orthonormal and even about their own well. Find the matrix elements of the field term, and write the equation for the layer amplitudes \(c_n\) when only nearest-neighbour hopping is kept.

**Solution.** Without the field, the matrix elements \(\varepsilon_s=\langle n|H_0|n+s\rangle\) give the band \(\sum_s\varepsilon_se^{isk_zd}\). With nearest neighbours only, this is \(\varepsilon_0+2\varepsilon_1\cos k_zd\). Comparison with the given miniband yields \(\varepsilon_0=\Delta/2\) and \(\varepsilon_1=-\Delta/4\).

For the field term, measure \(z\) from the midpoint of the two layers involved:

\[
z=Z+\zeta,\qquad Z=\left(n+\tfrac{s}{2}\right)d .
\]

The product of the two Wannier functions becomes \(w(\zeta+sd/2)\,w(\zeta-sd/2)\). Replacing \(\zeta\) by \(-\zeta\) and using the evenness of \(w\) exchanges the two factors, so the product is even in \(\zeta\). Expand

\[
(z-z_0)^2=(Z-z_0)^2+2(Z-z_0)\zeta+\zeta^2 .
\]

The first term multiplies the overlap, which is \(\delta_{s0}\). The second integrates to zero by parity. The third gives a number \(M_s\) that depends neither on \(n\) nor on \(z_0\). Hence

\[
\langle n|(z-z_0)^2|n+s\rangle=\delta_{s0}(nd-z_0)^2+M_s .
\]

Within one miniband, then, the finite thickness of the layers only changes constants: \(M_0\) shifts all levels together, and \(M_1\) slightly changes the hopping. These terms are dropped now and sized in part (i). Put \(u=z_0/d\), the orbit centre in periods. The projected Schrödinger equation is

\[
\left[W(n-u)^2+\frac{\Delta}{2}\right]c_n-\frac{\Delta}{4}\,(c_{n+1}+c_{n-1})=E\,c_n .
\]

The projection also leaves out the coupling to higher minibands through the field. That is justified when the gap above the miniband is large compared with this coupling.

### (c) The equation in quasi-momentum

**Question.** Turn the equation for \(c_n\) into a differential equation in \(\kappa=k_zd\), with its boundary condition, and bring it to the standard Mathieu form. What follows for the dependence of the levels on \(u\)?

**Solution.** The amplitude of the state on the Bloch wave \(\sum_ne^{in\kappa}w_n\) is proportional to \(\sum_nc_ne^{-in\kappa}\). A factor \(e^{iu\kappa}\) moves the origin to the orbit centre:

\[
\varphi(\kappa)=\sum_nc_n\,e^{-i(n-u)\kappa}.
\]

Two derivatives give \(-\varphi''=\sum_n(n-u)^2c_ne^{-i(n-u)\kappa}\). For the hopping term,

\[
\cos\kappa\;\varphi=\frac12\sum_nc_n\left[e^{-i(n-1-u)\kappa}+e^{-i(n+1-u)\kappa}\right]
=\frac12\sum_n(c_{n+1}+c_{n-1})\,e^{-i(n-u)\kappa},
\]

where the summation index was renamed in each piece. Multiplying the lattice equation by \(e^{-i(n-u)\kappa}\) and summing over \(n\) therefore gives

\[
-W\varphi''+\frac{\Delta}{2}(1-\cos\kappa)\,\varphi=E\varphi .
\]

Since \(e^{-2\pi in}=1\), the boundary condition is

\[
\varphi(\kappa+2\pi)=e^{2\pi iu}\varphi(\kappa).
\]

The roles of position and momentum are exchanged. The miniband energy acts as a potential in \(\kappa\), and the in-plane kinetic energy acts as the kinetic term. The wave number \(k_y\) enters through the boundary condition alone.

For the standard form put \(\kappa=2\theta+\pi\). Then \(\cos\kappa=-\cos2\theta\) and \(\varphi''=\tfrac14\,d^2\varphi/d\theta^2\). Multiplying the equation by \(-4/W\) and collecting terms,

\[
\frac{d^2\varphi}{d\theta^2}+(a-2q\cos2\theta)\,\varphi=0,\qquad
a=\frac{4(E-\Delta/2)}{W},\qquad q=\frac{\Delta}{W}.
\]

This is Mathieu's equation. Its one parameter \(q\) compares the miniband width with the magnetic energy of one period, and it falls as \(1/B^2\) at fixed \(\Delta\).

The boundary condition is unchanged when \(u\) grows by one, so the levels are periodic in \(k_y\) with period \(d/\ell^2\). Reflection \(\kappa\to-\kappa\) shows that they are even in \(u\). It is enough to study \(0\le u\le\tfrac12\).

More can be said. At a given \(E\), advancing two independent solutions by \(2\pi\) defines a two-by-two matrix. Its determinant is one because the Wronskian is constant. If one eigenvalue is \(e^{2\pi iu}\), the other is \(e^{-2\pi iu}\), and the trace is

\[
T(E)=2\cos2\pi u .
\]

One energy thus belongs to one \(u\) in \([0,\tfrac12]\). Each continuous level \(E_r(u)\), with \(r=0,1,2,\dots\), must then be monotonic there, and its width is \(|E_r(0)-E_r(\tfrac12)|\).

For \(E<0\) the potential exceeds \(E\) everywhere, the solutions are exponential and \(T>2\). As \(E\) rises, the lowest level starts at \(T=2\), which means \(u=0\), and ends at \(T=-2\), which means \(u=\tfrac12\). After a gap, \(T\) returns through \(-2\), so the next level starts at \(u=\tfrac12\). Levels of even \(r\) rise from \(u=0\) to \(u=\tfrac12\), and levels of odd \(r\) fall. The gaps lie alternately at \(u=\tfrac12\) and \(u=0\).

### (d) Closed and open orbits

**Question.** Read the equation of part (c) classically. Which energy separates two kinds of motion, and about how many levels lie below it?

**Solution.** The operator \(p=i\,d/d\kappa\) has the values \(n-u\), the distance of the electron from its orbit centre in periods. The classical energy is

\[
E=Wp^2+\frac{\Delta}{2}(1-\cos\kappa),
\]

that of a pendulum with angle \(\kappa\). The in-plane velocity is

\[
v_y=\frac{\hbar}{m}\left(k_y-\frac{z}{\ell^2}\right)=-\frac{\hbar d}{m\ell^2}\,p .
\]

For \(E<\Delta\) the angle swings between two turning points. The orbit is closed, \(p\) takes both signs symmetrically, and the mean of \(v_y\) is zero. This is cyclotron motion through the layers.

For \(E>\Delta\) the equation gives \(Wp^2\ge E-\Delta>0\). Then \(p\) keeps its sign and \(\kappa\) runs through one Brillouin zone after another. The velocity along \(z\), proportional to \(\sin\kappa\), keeps reversing, so the electron oscillates about a fixed distance from its orbit centre while it drifts along \(y\).

The two regimes meet at \(E=\Delta\), the top of the miniband. On that curve \(1-\tfrac12(1-\cos\kappa)=\cos^2(\kappa/2)\), so \(|p|=\sqrt q\,\cos(\kappa/2)\). It encloses the area

\[
2\sqrt q\int_{-\pi}^{\pi}\cos\frac{\kappa}{2}\,d\kappa=8\sqrt q .
\]

Since \(p\) and \(\kappa\) are conjugate, with unit Planck constant, there is semiclassically one state per area \(2\pi\), and

\[
N\simeq\frac{4\sqrt q}{\pi}
\]

levels lie inside the miniband. Diagonalizing the lattice equation at \(u=\tfrac14\) for \(q=100\) and \(q=400\) gives counts within one of the predicted 12.7 and 25.5. A ladder of several closed-orbit levels needs \(q\gg1\). This condition must be added to any statement that the low levels are flat.

### (e) The low levels

**Question.** For \(q\gg1\) find the levels near the miniband bottom, including the first effect of the non-parabolic miniband.

**Solution.** Near \(\kappa=0\), \(1-\cos\kappa=\kappa^2/2-\kappa^4/24+\dots\), so

\[
H=-W\frac{d^2}{d\kappa^2}+\frac{\Delta}{4}\kappa^2-\frac{\Delta}{48}\kappa^4+\dots
\]

Put \(\kappa=s\xi\) and choose \(s\) so that the first two terms have equal coefficients: \(W/s^2=\Delta s^2/4\), hence \(s^4=4/q\) and \(s^2=2/\sqrt q\). They become

\[
\frac{W\sqrt q}{2}\left(-\frac{d^2}{d\xi^2}+\xi^2\right),
\]

with eigenvalues \(W\sqrt q\,(r+\tfrac12)=\sqrt{W\Delta}\,(r+\tfrac12)\).

The quartic term needs \(\langle\xi^4\rangle\), the squared norm of \(\xi^2|r\rangle\). With \(\xi=(b+b^\dagger)/\sqrt2\), where \(b\) lowers \(r\) by one,

\[
\xi^2|r\rangle=\tfrac12\left[\sqrt{r(r-1)}\,|r-2\rangle+(2r+1)|r\rangle+\sqrt{(r+1)(r+2)}\,|r+2\rangle\right].
\]

The squared norm is \(\tfrac14(6r^2+6r+3)=\tfrac34(2r^2+2r+1)\). The shift is therefore

\[
-\frac{\Delta}{48}\cdot\frac4q\cdot\frac34(2r^2+2r+1)=-\frac{W}{16}(2r^2+2r+1),
\]

and

\[
E_r\simeq\sqrt{W\Delta}\left(r+\tfrac12\right)-\frac{W}{16}(2r^2+2r+1).
\]

The sixth-order term and the second-order effect of the quartic term are both of order \(W/\sqrt q\).

The spacing has a familiar meaning. At small \(k_z\) the miniband is \(\Delta d^2k_z^2/4=\hbar^2k_z^2/2m_z\), with \(m_z=2\hbar^2/(\Delta d^2)\). Multiplying \(W\) by \(\Delta=2\hbar^2/(m_zd^2)\),

\[
\sqrt{W\Delta}=\frac{\hbar^2}{\ell^2\sqrt{m\,m_z}}=\frac{\hbar eB}{\sqrt{m\,m_z}} .
\]

This is the cyclotron energy of an anisotropic electron gas. The variable \(u\) has dropped out because the oscillator function is negligible at \(\kappa=\pm\pi\), where the boundary condition acts. To this accuracy the levels are flat Landau levels. Their small remaining width must come from the tails.

## Second half: widths, dispersion and a real structure

The first half used these quantities: the orbit centre \(u=k_y\ell^2/d\) in periods, the magnetic length \(\ell=\sqrt{\hbar/eB}\), the magnetic energy \(W=\hbar^2d^2/(2m\ell^4)\), the miniband width \(\Delta\), and \(q=\Delta/W\). The layer amplitudes obey

\[
\left[W(n-u)^2+\frac{\Delta}{2}\right]c_n-\frac{\Delta}{4}(c_{n+1}+c_{n-1})=Ec_n,
\]

which in quasi-momentum \(\kappa=k_zd\) is

\[
-W\varphi''+U\varphi=E\varphi,\qquad U=\frac{\Delta}{2}(1-\cos\kappa)=\Delta\sin^2\frac{\kappa}{2},
\]

with \(\varphi(\kappa+2\pi)=e^{2\pi iu}\varphi(\kappa)\). For \(q\gg1\) the low levels are \(E_r\simeq W\sqrt q\,(r+\tfrac12)\), with oscillator length \(s\) given by \(s^2=2/\sqrt q\). The width of a level is \(|E_r(0)-E_r(\tfrac12)|\).

### (f) How flat are the low levels?

**Question.** Find the width of level \(r\) for \(q\gg1\) and fixed \(r\).

The problem has been reduced to Mathieu's equation in quasi-momentum, with \(k_y\) only in the boundary condition, and for \(q\gg1\) the low levels are flat Landau levels to the accuracy of the ladder formula. Still to be found are their small tunnelling widths, the levels above the miniband and the drift velocity, after which the model is tested on a GaAs/AlGaAs superlattice.
